# Thermal Diffusion in the Stratton and Blotekjaer Transport Models

Take two device models with the same electron mobility as a function of electron temperature. In a uniform sample they give the same current. Across a temperature gradient they can disagree by a factor of two, and they can predict different fields at open circuit. Without knowing where this disagreement enters, one may try to remove it by adjusting the mobility, and so spoil the uniform case that was right. The source is the closure of the collision term, and its size is fixed by how the scattering time depends on energy.

Consider electrons of charge \(-q\) and mass \(m\) in a three-dimensional parabolic band, \(\varepsilon=mv^2/2\), nondegenerate, with variation along \(x\) only. The distribution \(f(x,\mathbf v,t)\), normalized so that \(n=\int f\,d^3v\), obeys

\[
\frac{\partial f}{\partial t}+v_x\frac{\partial f}{\partial x}-\frac{qE}{m}\frac{\partial f}{\partial v_x}=-\frac{f}{\tau(\varepsilon)}+G(x,\varepsilon),\qquad \tau=\tau_0\left(\frac{\varepsilon}{kT_L}\right)^r .
\]

Here \(T_L\) is the lattice temperature. Scattering is assumed to randomize the direction of the velocity, so the in-scattering \(G\) is isotropic; it may change the energy. Collisions between electrons conserve their total momentum and do not fit this form; their effect on the fluxes is left out.

Multiply by a function \(\psi(\mathbf v)\) and integrate. Integration by parts turns the field term into \((qE/m)\int f\,\partial\psi/\partial v_x\,d^3v\). For \(\psi=1,\ mv_x,\ \varepsilon\) this is \(0\), \(qnE\) and \(qEF\), where \(F=\int v_xf\,d^3v\) is the particle flux. Without net generation of carriers,

\[
\frac{\partial n}{\partial t}+\frac{\partial F}{\partial x}=0,\qquad
m\frac{\partial F}{\partial t}+\frac{\partial \Pi}{\partial x}+qnE=-R,\qquad
\frac{\partial W}{\partial t}+\frac{\partial S}{\partial x}+qEF=-\frac{W-W_0}{\tau_\varepsilon}.
\]

The fluxes of momentum and energy are \(\Pi=m\int v_x^2f\,d^3v\) and \(S=\int\varepsilon v_xf\,d^3v\), and \(W=\int\varepsilon f\,d^3v\). The momentum loss is \(R=m\int v_xf/\tau\,d^3v\), since \(G\) carries no momentum. The right side of the energy equation is a relaxation model, with \(W_0\) the value of \(W\) at \(T_L\); the rest is exact for this Boltzmann equation. The equations are not closed: \(\Pi\), \(S\) and \(R\) need further information about \(f\).

Blotekjaer's route separates the drift. Write \(\mathbf v=u\hat{\mathbf x}+\mathbf c\) with \(u=F/n\), so that \(\langle\mathbf c\rangle=0\), and define the temperature by \(\tfrac32kT=\tfrac12m\langle c^2\rangle\). If the random motion has isotropic pressure, \(m\langle c_x^2\rangle=kT\), and

\[
\Pi=nkT+mnu^2,\qquad W=\tfrac32nkT+\tfrac12mnu^2 .
\]

For the energy flux, expand \(\tfrac m2(u^2+2uc_x+c^2)(u+c_x)\). Terms linear in \(c_x\) average to zero, and what remains is

\[
S=n\,\frac m2\left[u^3+u\langle c^2\rangle+2u\langle c_x^2\rangle+\langle c^2c_x\rangle\right]
=nu\left(\tfrac52kT+\tfrac12mu^2\right)+Q .
\]

The heat flux \(Q=\tfrac12mn\langle c^2c_x\rangle\) is closed by Fourier's law, \(Q=-\kappa T'\), a prime denoting \(d/dx\). The momentum loss is closed by \(R=mnu/\tau_m(T)\), with \(\tau_m\) taken from the uniform sample. When changes are slow compared with \(\tau_m\) and the gradient of \(mnu^2\) is negligible, the momentum equation gives \(nu=-(\tau_m/m)[(nkT)'+qnE]\). With \(\mu=q\tau_m/m\), the electric current \(J=-qnu\) is

\[
J_{\rm H}=\mu\left[qnE+kTn'+nkT'\right].
\]

The coefficient of \(nkT'\) is one, whatever the value of \(r\).

Stratton's route finds the distribution before taking the moment. Split \(f=f_0+f_1\) into an isotropic part and a part odd in velocity. To first order in field and gradients, the anisotropic even part is dropped. In the steady state the odd part of the Boltzmann equation contains no \(G\), and

\[
f_1=-\tau\left[v_x\frac{\partial f_0}{\partial x}-\frac{qE}{m}\frac{\partial f_0}{\partial v_x}\right].
\]

Now assume that \(f_0=n(m/2\pi kT)^{3/2}e^{-\varepsilon/kT}\). Its velocity derivative is \(-mv_xf_0/kT\). Its position derivative, divided by \(f_0\), is \(n'/n+(\varepsilon/kT-\tfrac32)T'/T\), the \(-\tfrac32\) coming from the normalization. Hence

\[
f_1=-\tau v_xf_0\left[A+\left(\frac{\varepsilon}{kT}-\frac32\right)\frac{T'}{T}\right],\qquad A=\frac{n'}n+\frac{qE}{kT}.
\]

The fluxes require the integrals \(M_j=\int v_x^2\tau(\varepsilon/kT)^jf_0\,d^3v\). By isotropy \(v_x^2\) may be replaced by \(2\varepsilon/3m\). The energies are distributed as \(\sqrt\varepsilon\,e^{-\varepsilon/kT}\), so \(\langle(\varepsilon/kT)^a\rangle=\Gamma(a+\tfrac32)/\Gamma(\tfrac32)\). With \(\tfrac32\Gamma(\tfrac32)=\Gamma(\tfrac52)\),

\[
M_0=\frac{nkT\bar\tau}{m},\qquad
\bar\tau=\tau_0\left(\frac T{T_L}\right)^r\frac{\Gamma(\frac52+r)}{\Gamma(\frac52)},
\]

and \(\Gamma(z+1)=z\Gamma(z)\) gives \(M_1=(r+\tfrac52)M_0\), \(M_2=(r+\tfrac72)M_1\). Convergence at low energy requires \(r>-\tfrac52\). The particle flux is

\[
F=-M_0A-\left(M_1-\tfrac32M_0\right)\frac{T'}T=-M_0\left[A+(1+r)\frac{T'}T\right].
\]

Multiplying by \(-q\), and setting \(\mu=q\bar\tau/m\), gives

\[
J=\mu\left[qnE+kTn'+(1+r)nkT'\right].
\]

In the notation \(J=q(\mu nE+Dn'+nD_TT')\), the coefficients are

\[
D=\frac{\mu kT}q,\qquad D_T=(1+r)\frac{\mu k}{q}.
\]

Since \(D\propto T^{1+r}\), also \(D_T=dD/dT\), and the two diffusion terms combine into \(q(nD)'\). That compact form requires \(\tau\) to have no explicit dependence on position. If \(\tau_0\) or \(T_L\) varies, \((nD)'\) acquires a term from that variation which is absent from \(F\); the expanded form remains valid.

The exponent enters because heating at fixed density adds electrons above \(\tfrac32kT\) and removes them below. The fast excess diffuses towards the cold side, and the deficit of slow electrons is filled by diffusion towards the hot side. A scattering time that grows with energy favours the first flow. The factor is \(\tfrac12\) for \(r=-\tfrac12\) and \(\tfrac52\) for \(r=\tfrac32\); it vanishes at \(r=-1\) and is negative below that.

The energy flux follows from the same \(f_1\), with one more power of energy:

\[
S=-kT\left[M_1A+\left(M_2-\tfrac32M_1\right)\frac{T'}T\right]
=-\left(r+\tfrac52\right)kTM_0\left[A+(r+2)\frac{T'}T\right].
\]

Replacing \(M_0A\) by \(-F-(1+r)M_0T'/T\) leaves one unit of \(T'/T\):

\[
S=\left(\tfrac52+r\right)kTF-\kappa T',\qquad \kappa=\left(\tfrac52+r\right)\frac{n\mu k^2T}{q}.
\]

Both routes start from the same momentum equation, so the missing term \(rnkT'\) must lie in \(R\). In the integral for \(R\) the factor \(\tau\) cancels. With \(\int v_x^2f_0\,d^3v=nkT/m\) and \(\int v_x^2(\varepsilon/kT)f_0\,d^3v=\tfrac52nkT/m\),

\[
R=m\int\frac{v_xf_1}{\tau}\,d^3v=-nkT\left[A+\frac{T'}T\right]=-\left[(nkT)'+qnE\right].
\]

Stratton's solution therefore satisfies the momentum balance, with the full pressure gradient. What it does not satisfy is \(R=mF/\bar\tau\). Comparison with its flux gives

\[
R=\frac m{\bar\tau}F+rnkT' .
\]

The energy flux supplies the temperature gradient: because \(\kappa=(\tfrac52+r)kM_0\), one has \(nkT'=(m/\bar\tau)\{F-S/[(\tfrac52+r)kT]\}\). Therefore

\[
R=\frac m{\bar\tau}\left[(1+r)F-\frac{r\,S}{(\frac52+r)kT}\right].
\]

With \(S\) given by the kinetic expression just found, this two-flux closure restores Stratton's current within the moment equations. In a uniform sample \(S=(\tfrac52+r)kTF\), and it reduces to \(mF/\bar\tau\). Under a temperature gradient the same particle flux is distributed differently over energy, and so loses momentum at a different rate. A relaxation time that depends on \(T\) alone cannot record this unless \(r=0\).

Another common choice evaluates \(R\) with a weakly displaced Maxwellian, \(f\simeq f_0(1+muv_x/kT)\). Then \(R=(m^2u/kT)\int v_x^2f_0/\tau\,d^3v=mnu/\tau_d\). The integral is that for \(M_0\) with \(r\) replaced by \(-r\), so for \(|r|<\tfrac52\)

\[
\frac{\tau_d}{\bar\tau}=\frac{\Gamma(\frac52)^2}{\Gamma(\frac52+r)\Gamma(\frac52-r)} .
\]

This closure changes even the uniform mobility. The ratio is 0.884 for \(r=-\tfrac12\) and 0.295 for \(r=\tfrac32\). It cannot exceed one, because \(\bar\tau\) and \(1/\tau_d\) are averages of \(\tau\) and \(1/\tau\) with the same positive weight \(v_x^2f_0\), and the product of two such averages is at least one by the Cauchy–Schwarz inequality.

The Kelvin relation gives a further comparison. Write \(n=N_c(T)e^\eta\), with \(N_c\propto T^{3/2}\) and \(\eta\) the chemical potential measured from the band edge, in units of \(kT\). Then \(n'/n=\eta'+\tfrac32T'/T\), and Stratton's condition \(F=0\) becomes

\[
E+\frac{kT}q\eta'=-\left(\tfrac52+r\right)\frac kqT' .
\]

The Seebeck factor is thus \(\tfrac52+r\). This is the kinetic part only: the measured coefficient refers to the gradient of the electrochemical potential and is \(-(k/q)(\tfrac52+r-\eta)\). The same \(-\eta\) enters the measured Peltier coefficient in every model considered here, so it drops out of the comparison. The Peltier factor, \(S/(kTF)\) at uniform temperature, is also \(\tfrac52+r\). Their equality is what reciprocity requires near equilibrium, where \(T=T_L\). The hydrodynamic model above has \(1+\tfrac32=\tfrac52\) for the first and, for small \(u\), \(\tfrac52\) for the second. It respects the relation, but with the values that belong to \(r=0\).

Adding a fourth moment can make this worse. With \(\psi=\varepsilon v_x\) and a separate relaxation time \(\tau_S\), the steady equation at leading order is

\[
\frac5{2m}\left[(n k^2T^2)'+nkT\,qE\right]=-\frac S{\tau_S}.
\]

The field coefficient comes from \(\langle\varepsilon+mv_x^2\rangle=\tfrac52kT\). In a uniform sample \(S/F=\tfrac52kT\,\tau_S/\bar\tau\), so matching the kinetic result requires \(\tau_S=(1+\tfrac25r)\bar\tau\). Writing \((nk^2T^2)'=kT(nkT)'+nk^2TT'\) then gives \(S=(\tfrac52+r)kTF_{\rm H}-\kappa T'\), where \(F_{\rm H}=-J_{\rm H}/q\). The Peltier factor is now \(\tfrac52+r\), while the Seebeck factor is still \(\tfrac52\). Two relaxation times, each correct in the uniform sample, together break the Kelvin relation unless \(r=0\).

For numbers, take round model parameters: \(m\) equal to 0.30 electron masses, \(\tau_0=0.10\) ps, \(T_L=300\) K. Prescribe the local state \(n=10^{23}\ \mathrm{m^{-3}}\), \(n'=-10^{27}\ \mathrm{m^{-4}}\), \(T=600\) K, \(T'=10^7\) K/m and \(E=1000\) V/m. The energy equation is not solved here; the hot state is taken as given, and held fixed while \(r\) changes. The field does not produce it: with an energy relaxation time of 10 ps or less, 1000 V/m would heat these electrons by less than 0.1 K in a uniform sample. Another source, such as absorbed light, would have to maintain the hot state, so the example compares the two current formulas and does not describe a self-consistent device. Dividing the driving terms by \(qn\) expresses them as fields:

\[
E=1000,\qquad \frac{kTn'}{qn}=-517,\qquad \frac{kT'}q=862\quad\text{V/m}.
\]

For \(r=-\tfrac12\) the mobility is \(0.0312\ \mathrm{m^2/(V\,s)}\). Stratton's total driving field is \(1000-517+431=914\) V/m, against \(1000-517+862=1345\) V/m in the hydrodynamic model. Multiplication by \(qn\mu\) gives \(4.57\times10^5\) and \(6.72\times10^5\ \mathrm{A/m^2}\), a ratio of 0.68. For \(r=\tfrac32\) the mobility is \(0.748\ \mathrm{m^2/(V\,s)}\), and Stratton's driving field is \(1000-517+2154=2637\) V/m. The currents are \(3.16\times10^7\) and \(1.61\times10^7\ \mathrm{A/m^2}\), a ratio of 1.96. For \(r=0\) both models give \(1.26\times10^6\ \mathrm{A/m^2}\).

The coefficient \(D_T\) rises from \(1.34\times10^{-6}\) to \(1.61\times10^{-4}\ \mathrm{m^2/(s\,K)}\) between \(r=-\tfrac12\) and \(r=\tfrac32\), a factor of 120. A factor of 24 comes from the mobility and a factor of 5 from \(1+r\). At open circuit with uniform density the mobility cancels, and the fields are \(-431\) and \(-2154\) V/m for these two exponents; the hydrodynamic model gives \(-862\) V/m for both.

Measured by the average path, the gradients are weak. The mean free path, defined as \(\sqrt{2kT/m}\,\bar\tau\), is 13 nm for \(r=-\tfrac12\) and 314 nm for \(r=\tfrac32\). Over the longer distance the temperature changes by about 3 K out of 600 K. For \(r=-\tfrac12\) this settles the matter. For \(r=\tfrac32\) it understates the error, because \(v\tau\) grows as \(\varepsilon^2\) and fast electrons carry the flux: about a quarter of the particle flux comes from energies where \(|f_1|/f_0\) along \(x\) exceeds 0.3. Nonlocal corrections to the fluxes can then reach a few percent, with size and sign set by the shape of the profile, so the \(r=\tfrac32\) current is the value of the first-order formula and its last digit is not physically secure. The drift energy is also negligible here, but not in general. If \(T\) is defined from the total energy, as \(2W/3nk\), it exceeds Blotekjaer's temperature by \(mu^2/3k\). At \(u=10^5\) m/s this is 66 K, and a mobility tabulated against one temperature should not then be used with the other.

When the temperature varies over a mean free path, the local formula for \(f_1\) fails. A solvable case shows what replaces it. Set \(E=0\), and let isotropic in-scattering and sources hold a small modulation \(\bar f(v)e^{iKx}\) of the angular average of \(f\). With \(c=\cos\theta\) and \(y=Kv\tau\), the steady equation gives the amplitude \(f=\tau G/(1+iyc)\), where \(G\) now includes the sources. Its angular average must equal \(\bar f\):

\[
\bar f=\tau G\,\frac12\int_{-1}^1\frac{dc}{1+iyc}=\tau G\,\frac{\arctan y}{y}.
\]

For the flux, use \(c/(1+iyc)=[1-1/(1+iyc)]/(iy)\). Eliminating \(\tau G\) gives

\[
\langle vcf\rangle_\theta=-iv\bar f\,g(y),\qquad g(y)=\frac1{\arctan y}-\frac1y .
\]

For small \(y\), \(g\simeq y/3\), which is ordinary diffusion with coefficient \(v^2\tau/3\). For large \(y\), \(g\to2/\pi\): the flux saturates, and scattering no longer sets its size. A relative density modulation has \(\bar f\propto f_0\), and a relative temperature modulation has \(\bar f\propto(\varepsilon/kT-\tfrac32)f_0\). The ratio of their fluxes, for equal relative amplitudes, generalizes the factor \(1+r\):

\[
\Theta(K)=\frac{\int_0^\infty v^3g(y)\left(\varepsilon/kT-\frac32\right)e^{-\varepsilon/kT}dv}{\int_0^\infty v^3g(y)e^{-\varepsilon/kT}dv}.
\]

In the diffusive limit \(g\propto v\tau\), and \(\Theta=(r+\tfrac52)-\tfrac32=1+r\). In the ballistic limit \(g\) is constant. The weight \(v^3dv\) is then proportional to \(\varepsilon\,d\varepsilon\), for which \(\langle\varepsilon\rangle=2kT\), and \(\Theta=\tfrac12\). This is the exponent of effusion, whose flux varies as \(n\sqrt T\). For \(r=-\tfrac12\) the product \(v\tau\) does not depend on speed, \(g\) cancels, and \(\Theta=\tfrac12\) at every \(K\).

With \(\mathrm{Kn}=K\sqrt{2kT/m}\,\tau(kT)\), the computed ratios are:

| Kn | \(r=-\tfrac12\) | \(r=0\) | \(r=\tfrac32\) |
|---|---|---|---|
| 0.01 | 0.50 | 1.00 | 2.44 |
| 0.1 | 0.50 | 0.99 | 1.84 |
| 1 | 0.50 | 0.79 | 1.04 |
| 10 | 0.50 | 0.54 | 0.65 |

The departure from diffusion begins much earlier for \(r=\tfrac32\). With \(s=v/\sqrt{2kT/m}\), \(y=\mathrm{Kn}\,s^{1+2r}\), which is \(\mathrm{Kn}\,s^4\) in this case. The diffusive density response is then weighted by \(s^7e^{-s^2}\), which peaks at \(s^2=3.5\), where \(y\approx12\,\mathrm{Kn}\). At \(\mathrm{Kn}=0.1\) the electrons that matter most are already leaving the diffusive regime. For \(r=0\) the corresponding weight is \(s^4e^{-s^2}\), and \(y\approx1.4\,\mathrm{Kn}\). Restoring \(mnu^2\) in the hydrodynamic equation does not produce this crossover: about a state at rest that term is of second order, so the linear steady response keeps the factor one at every \(K\).

In semiconductors, acoustic deformation-potential scattering in a parabolic band corresponds to \(r=-\tfrac12\), and ionized-impurity scattering lies near \(r=\tfrac32\), apart from a slowly varying screening factor. The latter favours small angles. If it is elastic, the diffusive formulas survive with \(\tau\) read as the momentum relaxation time, but the crossover formula does not. Real devices break the assumption of a single power law. For a general \(\tau(\varepsilon)\), \(D\propto T\int_0^\infty x^{3/2}\tau(kTx)e^{-x}dx\), and again \(D_T=dD/dT\), with the derivative taken at fixed \(\tau(\varepsilon)\). If the electrons themselves screen the impurities, \(\tau\) also depends on the local \(T\) and \(n\); that dependence does not enter \(D_T\), and the total derivative of a tabulated \(D(T)\) then differs from it. Because \(T\,\partial\tau(kTx)/\partial T=\tau\,d\ln\tau/d\ln\varepsilon\), the ratio \(D_Tq/\mu k\) is a positively weighted average of \(1+d\ln\tau/d\ln\varepsilon\). When the rates of these two mechanisms add, the local exponent lies between theirs, so the factor lies between 0.5 and 2.5, with screening holding the upper end somewhat below 2.5. These are not bounds for every material: nonpolar optical or intervalley phonon emission makes \(\tau\) fall steeply above its threshold and can bring the factor below 0.5, or even below zero.

Collisions between electrons set a further limit. They help to keep \(f_0\) Maxwellian at a temperature other than \(T_L\), but they also redistribute momentum over energy. If they dominate, \(f_1\) takes the displaced-Maxwellian form, \(R=mnu/\tau_d\), and the momentum balance gives a factor of one with the mobility \(q\tau_d/m\). Unless \(r=0\), the factor \(1+r\) therefore requires these collisions to be slow compared with momentum relaxation. In the numerical example with \(r=\tfrac32\), \(\bar\tau\) is 1.3 ps, and at that density and temperature a typical semiconductor can have an electron-electron collision time of similar size. The value \(\tfrac52\) then belongs to the model, not to a real sample in that state. Polar optical scattering is both inelastic and anisotropic and in general has no such \(\tau(\varepsilon)\). Short devices can also have a strongly non-Maxwellian \(f_0\), and the resulting error is not determined by this calculation. The remaining values are in the numerical output.

## Table of computed values

```
effective mass: 0.30 electron masses
tau0: 0.10 ps; lattice temperature: 300 K
density: 1.00e+23 m^-3; its gradient: -1.00e+27 m^-4
electron temperature: 600 K; gradient: 1.00e+07 K/m
field E: 1000.0 V/m
thermal speed sqrt(2kT/m): 2.4622e+05 m/s
k*T*n'/(q*n): -517.04 V/m
k*T'/q: 861.73 V/m
--- scattering exponent r = -0.5
mobility: 0.03119 m^2/(V s)
mean free path (thermal speed * tau_bar): 13.1 nm
D_T: 1.3437e-06 m^2/(s K); D_T*q/(mu*k): 0.5000
J Stratton: 4.5659e+05 A/m^2; J hydrodynamic: 6.7187e+05 A/m^2
J Stratton / J hydrodynamic: 0.6796
open-circuit E, n'=0: Stratton -430.87, hydro -861.73 V/m
thermal conductivity: 4.4523e-03 W/(m K)
Seebeck, Peltier factors (Stratton): 2.0000, 2.0000
Seebeck factor (hydro, bulk closure): 2.5000
displaced-Maxwellian mobility / bulk mobility: 0.8836
--- scattering exponent r = 0.0
mobility: 0.05863 m^2/(V s)
mean free path (thermal speed * tau_bar): 24.6 nm
D_T: 5.0521e-06 m^2/(s K); D_T*q/(mu*k): 1.0000
J Stratton: 1.2631e+06 A/m^2; J hydrodynamic: 1.2631e+06 A/m^2
J Stratton / J hydrodynamic: 1.0000
open-circuit E, n'=0: Stratton -861.73, hydro -861.73 V/m
thermal conductivity: 1.0463e-02 W/(m K)
Seebeck, Peltier factors (Stratton): 2.5000, 2.5000
Seebeck factor (hydro, bulk closure): 2.5000
displaced-Maxwellian mobility / bulk mobility: 1.0000
--- scattering exponent r = 1.5
mobility: 0.74845 m^2/(V s)
mean free path (thermal speed * tau_bar): 314.3 nm
D_T: 1.6124e-04 m^2/(s K); D_T*q/(mu*k): 2.5000
J Stratton: 3.1625e+07 A/m^2; J hydrodynamic: 1.6125e+07 A/m^2
J Stratton / J hydrodynamic: 1.9613
open-circuit E, n'=0: Stratton -2154.33, hydro -861.73 V/m
thermal conductivity: 2.1371e-01 W/(m K)
Seebeck, Peltier factors (Stratton): 4.0000, 4.0000
Seebeck factor (hydro, bulk closure): 2.5000
displaced-Maxwellian mobility / bulk mobility: 0.2945
--- drift energy and ballistic crossover
temperature difference at u = 1.0e+05 m/s: 65.98 K
T/n flux-response ratio; Kn = K*sqrt(2kT/m)*tau(kT)
Kn=0.001: r=-0.5 0.5000, r=0 1.0000, r=1.5 2.4991
Kn=0.01: r=-0.5 0.5000, r=0 0.9999, r=1.5 2.4383
Kn=0.1: r=-0.5 0.5000, r=0 0.9935, r=1.5 1.8420
Kn=1: r=-0.5 0.5000, r=0 0.7878, r=1.5 1.0415
Kn=10: r=-0.5 0.5000, r=0 0.5405, r=1.5 0.6484
Kn=100: r=-0.5 0.5000, r=0 0.5041, r=1.5 0.5301
```
